# Why a lognormal hazard rises, peaks and decays under pure wear-out

**Question.** Metal lines under current fail by electromigration: a void grows until the line opens or its resistance passes a limit. Damage only accumulates, and no line heals. Yet if the lifetimes are lognormal, the failure rate among the lines still alive rises from zero, passes a maximum and then falls towards zero. How can a population in which every member is wearing out become less likely to fail per hour as it grows older?

**Answer.**

### The mechanism: a failure edge that slows down

The hazard \(h(t)\) is defined by a conditional probability: \(h(t)\,dt\) is the fraction of the lines alive at age \(t\) that fail in the next interval \(dt\). If \(S(t)\) is the fraction still alive, then

\[
h(t)=-\frac{1}{S}\frac{dS}{dt}=-\frac{d\ln S}{dt}.
\]

It describes a group whose membership changes with age, and not the ageing of one line.

Take the simplest wear-out model. Line \(i\) carries damage

\[
D_i(t)=G(r_i t),
\]

where \(G\) is a continuous, strictly increasing function, the same for all lines, and \(r_i\) is a fixed wear rate that differs from line to line. The growth may accelerate, as in \(G(u)=u^2\). A line fails when its damage reaches a common threshold. We choose the scale of \(r\) so that the threshold is reached at \(r_i t=1\). The lifetime is then

\[
T_i=\frac{1}{r_i}.
\]

At age \(t\) the survivors are the lines with \(r<1/t\), that is, with \(\ln r<-\ln t\). The failure edge lies at \(\ln r=-\ln t\) and sweeps downwards through the population. In a time \(dt\) it moves by \(dt/t\) on the axis of \(\ln r\), and it removes the lines it passes. Hence

\[
h(t)=\big(\text{density of survivors at the edge, per unit }\ln r\big)\times\frac1t .
\]

The two factors compete. At first the edge lies among exceptionally fast lines, of which there are very few, so the hazard is nearly zero. It rises as the edge enters the body of the population. Later the edge moves ever more slowly through \(\ln r\). Whether the hazard then falls depends on how quickly the first factor grows, and this needs the distribution.

### The formula

Let \(\ln r\) be normal with mean \(-\ln t_{50}\) and standard deviation \(\sigma>0\). Then \(\ln T=-\ln r\) is normal with mean \(\ln t_{50}\) and the same \(\sigma\); this is the lognormal law, with median \(t_{50}\). Define

\[
z=\frac{\ln(t/t_{50})}{\sigma},\qquad
\varphi(z)=\frac{e^{-z^2/2}}{\sqrt{2\pi}},\qquad
Q(z)=\int_z^\infty\varphi(y)\,dy,\qquad
\lambda(z)=\frac{\varphi(z)}{Q(z)} .
\]

The surviving fraction is \(S=Q(z)\). The density of all lines at the edge, per unit \(\ln r\), is \(\varphi(z)/\sigma\). Dividing by \(S\) gives the density among survivors, \(\lambda/\sigma\), so

\[
h(t)=\frac{\lambda(z)}{\sigma t}.
\]

To follow \(\lambda\) we use the survivors' mean and variance. Let \(Z=\ln(T/t_{50})/\sigma\), a standard normal variable; survivors have \(Z>z\). Since \(\varphi'(y)=-y\varphi(y)\),

\[
\int_z^\infty y\varphi\,dy=\varphi(z),\qquad
\int_z^\infty y^2\varphi\,dy=z\varphi(z)+Q(z),
\]

the second by parts. Division by \(Q(z)\) gives

\[
E[Z\,|\,Z>z]=\lambda,\qquad
\mathrm{Var}[Z\,|\,Z>z]=1+z\lambda-\lambda^2=1-\lambda m,\qquad m(z)=\lambda(z)-z .
\]

Here \(m\) is the mean excess of \(Z\) over \(z\) among survivors, so \(m>0\). The variance is positive too, so \(\lambda m<1\). Differentiating \(\lambda=\varphi/Q\) with \(Q'=-\varphi\),

\[
\lambda'=\frac{-z\varphi}{Q}+\frac{\varphi^2}{Q^2}=\lambda(\lambda-z)=\lambda m .
\]

Therefore \(0<\lambda'<1\). Two results follow:

- \(\lambda\) always increases. Since \(t\,h=\lambda/\sigma\), the hazard per unit of logarithmic time never falls.
- \(m'=\lambda'-1<0\), so \(m\) always decreases. For \(z>0\), \(\lambda>z\) gives \(m<1/\lambda<1/z\).

### Exactly one maximum

From \(\ln h=\ln\lambda-\ln\sigma-\ln t\), with \(dz/d\ln t=1/\sigma\) and \(d\ln\lambda/dz=\lambda'/\lambda=m\),

\[
\frac{d\ln h}{d\ln t}=\frac{m(z)}{\sigma}-1 .
\]

The right side decreases steadily with age, so it can vanish at most once. At \(z=-\sigma\), \(m=\lambda(-\sigma)+\sigma>\sigma\) and the slope is positive. At \(z=1/\sigma\), \(m<\sigma\) and the slope is negative. There is thus one maximum, at \(z_*\), for every \(\sigma>0\):

\[
\lambda(z_*)-z_*=\sigma,\qquad
e^{-\sigma^2}<\frac{t_*}{t_{50}}<e,\qquad
h(t_*)=\frac{z_*+\sigma}{\sigma t_*}.
\]

The bounds come from \(t_*=t_{50}e^{\sigma z_*}\) with \(-\sigma<z_*<1/\sigma\).

The condition has a direct meaning. The survivors' mean remaining logarithmic life is \(E[\ln(T/t)\,|\,T>t]=\sigma m\). The hazard rises while this exceeds \(\sigma^2\) and falls once it is smaller.

### The two ends

As \(t\to0\), \(z\to-\infty\) and \(Q\to1\), so \(\lambda\) approaches \(\varphi\). With \(\ln t=\ln t_{50}+\sigma z\),

\[
\ln h=-\frac{z^2}{2}-\sigma z+\text{constant}+o(1).
\]

Dividing \(h\) by any power \(t^k\) adds only a term linear in \(z\), which the quadratic term overwhelms. The hazard therefore vanishes faster than any power of \(t\).

For \(t>t_{50}\) put \(L=\ln(t/t_{50})=\sigma z\). The inequalities \(z<\lambda<z+1/z\), divided by \(\sigma t\), become

\[
\frac{L}{\sigma^2t}<h(t)<\frac{L}{\sigma^2t}+\frac{1}{tL}.
\]

Both sides tend to zero. The density of survivors at the edge grows only as \(\ln t\), while the edge slows as \(1/t\), and the slowing wins. Every line still fails: \(\int_0^t h\,dt'=-\ln Q(z)\) grows without limit.

### Survivors are more worn, but slower

One might guess that the late survivors are fresher. The opposite holds. A survivor has \(r t=t/T=e^{-\sigma(Z-z)}\), and for any \(s>0\)

\[
P(Z-z>s\,|\,Z>z)=\frac{Q(z+s)}{Q(z)},\qquad
\frac{d}{dz}\ln\frac{Q(z+s)}{Q(z)}=\lambda(z)-\lambda(z+s)<0 .
\]

Large distances from the threshold become less probable with age. The survivors' mean damage therefore rises for every increasing \(G\). For \(G(u)=u^2\), with the threshold at damage 1, completing the square in \(\int_z^\infty e^{-2\sigma y}\varphi(y)\,dy=e^{2\sigma^2}Q(z+2\sigma)\) gives

\[
\langle D\rangle=e^{2\sigma z+2\sigma^2}\,\frac{Q(z+2\sigma)}{Q(z)} .
\]

In the same way, the mean wear rate of survivors divided by that of the new population is \(Q(z+\sigma)/Q(z)\), which falls with age. Late survivors thus stand closer to failure in damage, but their mean wear rate is lower.

### Lines with a hazard of their own

In the model above each lifetime is fixed by its rate. Suppose instead that line \(i\) has a smooth hazard \(h_i(t)\) and survival probability \(S_i(t)\), with \(S_i'=-h_iS_i\). Let an overbar denote the average over all lines as made, and angle brackets the average over survivors, with weight \(S_i\). Then \(h=\overline{h_iS_i}/\overline{S_i}\), and the quotient rule gives

\[
h'=\frac{\overline{h_i'S_i}-\overline{h_i^2S_i}}{\overline{S_i}}+h^2
=\langle h_i'\rangle-\mathrm{Var}(h_i).
\]

The first term is ageing. The second is selection: the lines with the highest hazard tend to leave first. The population hazard falls when the variance exceeds the mean ageing rate, even if every \(h_i'\) is positive.

As a case, let each line have the Weibull hazard \(h_i=4t^3/\theta_i^4\), which always rises, with \(\theta_i\) lognormal, median 100 h and standard deviation of \(\ln\theta_i\) equal to 0.4. This mixture is not itself lognormal in lifetime. Its hazard peaks near 187 h. At 600 h ageing contributes \(+8.36\times10^{-5}\) and selection \(-9.68\times10^{-5}\) per h², leaving \(-1.32\times10^{-5}\) per h².

### When the decay fails

The late fall is not a law of wear-out. In the model of fixed rates, a fall that lasts needs some lines that outlive any given age. Suppose the lognormal is cut off, so that the population contains no line with a lifetime beyond \(t_m\), and let \(z_m\) be the corresponding \(z\). The survivors are then proportional to \(Q(z)-Q(z_m)\). Near the end this is about \(\varphi(z_m)(z_m-z)\), with \(z_m-z\approx(t_m-t)/(\sigma t_m)\), so

\[
h(t)=\frac{\varphi(z)}{\sigma t\,[Q(z)-Q(z_m)]}\approx\frac{1}{t_m-t}.
\]

The hazard diverges. For \(t_{50}=100\) h, \(\sigma=0.4\) and \(t_m=1000\) h it first falls after its maximum, then turns up again near 795 h.

Nor does a lognormal fit prove the model of fixed, unequal rates. The formula for \(h\) uses only the distribution of \(T\), so any mechanism with the same distribution has the same hazard.

### The number: a copper line under test

Take round parameters of roughly typical size for an accelerated copper electromigration test: 300 °C, 2 MA/cm², \(t_{50}=100\) h and \(\sigma=0.4\). Solving \(\lambda(z_*)-z_*=0.4\) gives \(z_*=1.779\) and \(\lambda=2.179\). Then

\[
t_*=100\,e^{0.4\times1.779}\ \text{h}=204\ \text{h},\qquad
h(t_*)=\frac{2.179}{0.4\times203.7\ \text{h}}=0.0267\ \text{h}^{-1}.
\]

By then 96.2 % of the lines have failed. Of 30 lines on test, 1.1 are expected to be alive, so such a test can hardly show the falling branch.

| \(t\) (h) | \(h\) (1/h) | \(t\,h\) | mean damage | relative rate |
|---:|---:|---:|---:|---:|
| 30 | 0.00036 | 0.011 | 0.12 | 1.00 |
| 100 | 0.0199 | 1.99 | 0.58 | 0.69 |
| 204 | 0.0267 | 5.45 | 0.75 | 0.39 |
| 400 | 0.0232 | 9.30 | 0.83 | 0.21 |
| 1000 | 0.0148 | 14.8 | 0.88 | 0.09 |

The damage column is for \(G(u)=u^2\). From the peak to 1000 h, \(t\,h\) grows by a factor 2.7, but \(t\) grows by 4.9, so the hazard falls to 0.55 of its maximum. The decay is slow because the logarithm partly offsets \(1/t\).

The spread decides where the peak lies:

| \(\sigma\) | \(t_*/t_{50}\) | alive at peak |
|---:|---:|---:|
| 0.1 | 2.66 | \(5.5\times10^{-23}\) |
| 0.4 | 2.04 | 0.038 |
| 0.8 | 0.995 | 0.50 |
| 1.5 | 0.139 | 0.91 |

For small \(\sigma\), \(z_*\) is large. Repeated integration by parts gives \(Q\approx\varphi(1/z-1/z^3)\), hence \(m\approx1/z\), \(z_*\approx1/\sigma\) and \(t_*\to e\,t_{50}\). The maximum still exists, but practically no line lives to see it. The peak falls at the median when \(\sigma=m(0)=\sqrt{2/\pi}\approx0.80\). For large \(\sigma\), \(m(z_*)=\sigma\) forces \(z_*\to-\infty\), where \(\lambda\) vanishes faster than any inverse power of \(|z|\). Then \(\sigma z_*+\sigma^2=\sigma\lambda(z_*)\to0\), and \(t_*\) approaches \(t_{50}e^{-\sigma^2}\), the mode of the lifetime density.

### From the test to a chip

Let the median life vary as \(j^{-1}\exp(E/k_BT_K)\), with current density \(j\), activation energy \(E=0.9\) eV and absolute temperature \(T_K\). Going to 105 °C and 1 MA/cm² multiplies all lifetimes by

\[
\frac{2}{1}\exp\!\left[\frac{0.9\ \text{eV}}{k_B}\left(\frac{1}{378.15\ \text{K}}-\frac{1}{573.15\ \text{K}}\right)\right]=2.41\times10^4 .
\]

With \(\sigma\) held fixed, the median becomes 275 years and the hazard peak moves to 560 years.

Now let a chip fail with the first of \(N=10^6\) independent, identical links. Its survival is \(Q^N\), so its hazard is \(Nh\), with the maximum at the same age. But half the chips have failed when \(Q^N=1/2\), which happens at 0.145 of the link median, or 40 years. There the logarithmic slope of the hazard is \(+11\): it rises roughly as the eleventh power of age. At the link peak the surviving fraction of chips is about \(10^{-1.4\times10^6}\). Under these assumptions the chip population is gone long before the falling branch begins.

### How far real lines depart from this

The parameters are rough typical values, not a fit to one technology. A million links all at full current is a severe case, and the 275-year median is an extrapolation that ignores every other failure mechanism. Several neglected effects can be sized, each taken alone:

- **Immortal lines.** If 1 % never fail, the peak moves from 204 h to 154 h. The shift is large because only 3.8 % of the ordinary lines remain at the original peak.
- **Weak lines.** If 1 % have a median of 10 h and the same \(\sigma\), the hazard has two maxima. The early one, at 8.5 h, reaches \(1.1\times10^{-3}\) per h, where the main population alone has \(7\times10^{-10}\). A dip follows at 22.5 h; the main peak stays at 204 h.
- **Incubation.** A common delay of 10 h before damage starts, with the overall median kept at 100 h and \(\sigma=0.4\) for the growth time after the delay, moves the peak to 193 h.
- **Back-flow.** Stress in a 100 µm line opposes the drift. With a threshold product of 3000 A/cm, a back stress that builds up to the threshold value and is held there, as when the anode relieves any excess by extrusion, reduces the drift to 0.85 of its free value in test and 0.70 in use. In a line confined well enough to hold a larger stress, the drift instead keeps falling and the void can stop growing; the estimate here assumes the capped case. If it acts throughout the life of the line, the extrapolated life is longer by a factor 1.21. The stress takes time to build up, however, and if a small void is fatal before then, this factor does not apply.

The chip's early hazard is also very sensitive to the assumption that \(\sigma\) is the same in test and use. A line-to-line spread \(\delta E\) in activation energy contributes \(\delta E/k_BT_K\) to the spread of \(\ln T\), and this grows on cooling. If \(\delta E=0.01\) eV is independent of the other variations and already included in the measured 0.4, then \(\sigma\) at use is 0.46. A 2 K temperature spread, treated likewise at both conditions, gives 0.42. This is a first-order estimate that keeps \(\ln T\) normal; the full dependence on \(1/T_K\) would lower the hazard given for it below by about a tenth.

With the median fixed, the chip hazard at ten years is \(1.4\times10^{-5}\) FIT for \(\sigma=0.40\), where one FIT is one failure per \(10^9\) device hours. It becomes \(3.8\times10^{-4}\) FIT with the temperature spread and 0.064 FIT with the energy spread, some 4500 times the first value. These figures rest on the far early tail of an assumed lognormal. They depend just as strongly on the assumed acceleration law: with \(\sigma=0.40\), a \(j^{-2}\) law, often used when void nucleation limits the life, gives a median of 550 years and about \(2\times10^{-12}\) FIT, while \(E=0.85\) eV gives 163 years and 0.30 FIT, and \(E=0.95\) eV gives 463 years and \(1.2\times10^{-10}\) FIT. They are not predictions for a real chip: if 1 % of the links had a tenth of the median life, the hazard at ten years would be higher by some eleven orders of magnitude, and practically no chip would still be alive. The numerical output below gives most values with more digits; the turning points of the mixed and cut-off populations are found there on grids and can differ from the values above in the last digit.

## Table of computed values

```
test: median life 100 h, sigma 0.40
test: 573.15 K, 2.0 MA/cm2
peak z 1.7790, lam at peak 2.1790
peak age 203.7 h, ratio to median 2.037
peak hazard 0.02674 per h
failed before peak 96.24 %
expected survivors of 30 at peak 1.13
mean remaining log-life at peak 0.1600
age h | hazard per h | age*hazard | mean damage | relative mean rate
10.0 | 6.357e-09 | 6.357e-08 | 0.014 | 1.000
30.0 | 3.589e-04 | 1.077e-02 | 0.122 | 0.997
100.0 | 1.995e-02 | 1.995e+00 | 0.584 | 0.689
203.7 | 2.674e-02 | 5.447e+00 | 0.753 | 0.390
400.0 | 2.324e-02 | 9.298e+00 | 0.830 | 0.209
1000.0 | 1.480e-02 | 1.480e+01 | 0.883 | 0.087
sigma | peak age/median | fraction still alive at peak
0.1 | 2.6650 | 5.524e-23
0.4 | 2.0372 | 3.762e-02
0.8 | 0.9954 | 5.023e-01
1.5 | 0.1393 | 9.056e-01
sigma 0.02: peak age/median 2.7161
sigma 4: peak age/(median*exp(-sigma^2)) 1.00054
Weibull mixture peak: 186 h, 0.02313 per h
mixture hazard at 600 h 0.01673 per h
mixture ageing term at 600 h 8.364e-05 per h2
mixture selection term at 600 h 9.681e-05 per h2
mixture net slope at 600 h -1.316e-05 per h2
life limit 1000 h: hazard turns up at 795 h
hazard at that turn 0.01756 per h
weak part 1 %, weak median 10 h
weak early peak 8.6 h, 1.084e-03 per h
main hazard at that age 7.226e-10 per h
dip after it 22.5 h, 9.970e-05 per h; main peak 203.7 h
immortal part 1 %: peak 154.5 h, 0.02406 per h
incubation 10 h, same median: peak 193.4 h
use: 378.15 K, 1.0 MA/cm2, energy 0.90 eV
acceleration factor 2.41e+04
use median 2.410e+06 h = 274.9 years
use peak age 560.0 years
line 100 um, back-flow threshold 3000 A/cm
back-flow drift factors: test 0.850, use 0.700
back-flow lengthens use life by factor 1.214
energy spread 0.010 eV: use sigma 0.4617
temperature spread 2.0 K: use sigma 0.4211
peak/median with energy spread 1.867
chip links 1000000, chip median/link median 0.1450
chip median at use 39.9 years
log slope of link hazard at chip median 11.07
log10 chip survival at link peak -1.425e+06
chip hazard at 10 years, plain 1.42e-05 FIT
same with energy spread 6.44e-02 FIT
same with temperature spread 3.84e-04 FIT
```
